Mode volume from the light-matter coupling, with the first large-volume correction

**1. What dimensions fix**

The electric energy of a field is quadratic in the field strength. In atomic units (ħ = e = mₑ = 1 and 4πε₀ = 1) its density is E²/8π. A cavity mode in its ground state has energy ω/2, where ω is the photon energy. If the mode fills a volume V, the mean square vacuum field must therefore be an energy divided by a volume:

E_vac² = C ω/V.

The number C depends on how V is defined. A molecule with transition dipole d then has a coupling energy g = E_vac d, which falls as V^(−1/2). It is convenient to remove the photon energy from the field and define a coupling λ by

E_vac = λ √(ω/2), so that λ² = 2C/V.

Thus λ² is inversely proportional to the volume before any detailed calculation. Two things remain: the constant, which turns out to be C = 2π, and the first correction to the picture in which the molecular resonance splits by ±g.

**2. The constant**

Consider an empty cavity with perfectly conducting walls and keep one mode. Its real mode function S(r) is transverse, has zero tangential component on the walls, and obeys

∇×(∇×S) = k² S, ∫|S|² d³r = 1, ω = ck.

Write the vector potential as A = √(4π) Q(t) S(r), with E = −∂A/∂t and B = ∇×A. The electric energy is

(1/8π) ∫|E|² d³r = (1/8π)(4π) Q̇² ∫|S|² d³r = ½ Q̇².

The magnetic energy is

(c²/8π) ∫|B|² d³r = ½ c² Q² ∫|∇×S|² d³r.

To evaluate the last integral, use

|∇×S|² = S·∇×(∇×S) + ∇·[S×(∇×S)].

The divergence becomes a wall integral of (n×S)·(∇×S), where n is the wall normal. It vanishes because n×S = 0 there. The remaining integral is k², so the magnetic energy is ½ω²Q². With P = Q̇ the field Hamiltonian is

H_field = ½(P² + ω²Q²).

This is an oscillator of unit mass, and the factor √(4π) in A was chosen to make it so.

Now place a molecule at r₀. It is assumed small compared with the distance over which the mode field varies, so that A is uniform across it. Let x point along S(r₀). The electron feels

A = λQ, λ = √(4π) |S(r₀)|.

Define the mode volume at the molecule by V = 1/|S(r₀)|². For an arbitrary normalization of the field, this is the integral of |E|² divided by |E(r₀)|². Then

λ = √(4π/V), V = 4π/λ².

In the ground state of the free mode ⟨P²⟩ = ω/2. Since E = −λP at the molecule,

E_vac = λ √(ω/2) = √(2πω/V),

which gives C = 2π. The volume V is generally not the geometric volume of the cavity. A molecule near a node of the field has a large V and a small λ.

**3. The Hamiltonian in which λ multiplies a dipole**

For one electron of charge −1 in a potential v, with fixed nuclei, minimal coupling gives

H = ½(p_x + λQ)² + v + ½(P² + ω²Q²).

The kinetic energies along y and z are unaffected and are included in v for brevity. Put ψ = exp(−iλxQ) φ. Differentiating the exponential with respect to x and Q gives

(p_x + λQ)ψ = exp(−iλxQ) p_x φ,

Pψ = exp(−iλxQ) (P − λx) φ.

The electronic dipole is d̂ = −x, so P has become P + λd̂. The Hamiltonian acting on φ is

H = ½p_x² + v + ½(P + λd̂)² + ½ω²Q².

Next rename the field variables by P = −ωq and Q = p/ω. This preserves the commutator, because [Q, P] = −[p, q] = i. With H_mol = ½p_x² + v,

H = H_mol + ½p² + ½ω²(q − λd̂/ω)².

Expanding the square produces two coupling terms:

−ωλ q d̂ + ½λ²d̂².

The first exchanges quanta between light and matter, and also creates or removes them in pairs, one in each. The second is the dipole self-energy. It came from the same square as the first and cannot be dropped independently.

The one-photon matrix element of q is 1/√(2ω). The exchange term therefore has magnitude

g = ωλd/√(2ω) = λ√(ω/2) d = E_vac d,

where d is now the magnitude of the transition dipole. This agrees with the dimensional argument.

A numerical check with a one-dimensional electron in the potential ½(0.06)²x² + 5 × 10⁻⁵x⁴ (atomic units), with the photon resonant with its first transition at 2.261 eV and λ = 0.05, confirms that the minimal-coupling and length forms have the same lowest levels. Without the self-energy, the ground level of that model is too low by 0.214 eV.

**4. Large volume: leading term and first correction**

For large V the coupling is weak. To obtain a correction in closed form, represent the molecular transition by a harmonic dipole resonant with the cavity:

H_mol = ½π² + ½ω²ξ², d̂ = √f ξ.

Here ξ and π are a conjugate coordinate and momentum, and f is the oscillator strength along the field direction, f = 2ωd², without orientational averaging. The transition dipole is d = √(f/(2ω)), hence

2g = 2λ √(ω/2) √(f/(2ω)) = λ√f.

The potential energy of the coupled system is

½ω²ξ² + ½(ωq − 2gξ)² = ½(ω² + 4g²)ξ² − 2gω qξ + ½ω²q².

The squared normal frequencies Ω² are the eigenvalues of the matrix with diagonal entries ω² + 4g² and ω², and off-diagonal entry −2gω. The mean of the diagonal entries is ω² + 2g² and half their difference is 2g². Therefore

Ω±² = ω² + 2g² ± √(4g⁴ + 4g²ω²)

= ω² + 2g² ± 2g√(ω² + g²)

= [√(ω² + g²) ± g]².

The last line follows by expanding the square. Taking positive roots,

Ω± = √(ω² + g²) ± g.

For g ≪ ω the square root expands as

Ω± = ω ± g + g²/(2ω) + O(g⁴/ω³).

The leading effect is a splitting 2g. The first correction moves both polaritons up by the same amount and leaves the splitting unchanged. Inserting g² = 2πωd²/V expresses the expansion in the volume:

Ω±/ω = 1 ± d√(2π/(ωV)) + πd²/(ωV) + O(V⁻²).

The splitting falls as V^(−1/2) and the common shift as 1/V. The condition for using the leading term is V ≫ 2πd²/ω, which is the same as g² ≪ ω². The neglected common shift is then small compared with the photon energy. Compared with the shift g it is g/(2ω), which falls only as V^(−1/2).

For the harmonic dipole, the self-energy determines the sign of the correction. Without it, the entry ω² + 4g² would be ω², and the result would be

Ω±² = ω² ± 2gω, Ω± = ω ± g − g²/(2ω) + O(g³/ω²).

The leading splitting survives, but the common shift has the wrong sign. For g > ω/2 the lower squared frequency is negative and the truncated model has no stable ground state. The full expression has Ω₋ > 0 for every finite g.

These closed forms belong to a single harmonic dipole. The leading splitting 2g is general, but the first correction is not. For a two-level transition the self-energy is a constant and the common shift vanishes at order g². The other transitions of a molecule enter at the same order λ². If they give a polarizability α at the photon frequency, they lower the photon frequency by λ²αω/2 and the two polaritons by half of that. Since g²/(2ω) = λ²d²/4, the net common shift turns downward when α exceeds d²/ω. The splitting also need not remain 2g at strong coupling.

**5. From λ = 0.05 to a volume**

The inversion needs one division and one unit conversion:

V = 4π/(0.05)² = 5026.5 bohr³.

With 1 bohr = 0.529177 Å,

V = 5026.5 × (0.529177)³ Å³ = 744.9 Å³ = 0.745 nm³.

A cube of this volume has an edge of 9.06 Å. Because V varies as λ⁻², small relative changes obey δV/V ≈ −2 δλ/λ. For larger changes the full formula should be used: λ = 0.01 gives 18621 Å³, and λ = 0.10 gives 186.2 Å³.

**6. The volume of an optical box**

As a benchmark, take the smallest empty cubic box with a resonance at 2 eV. For a rectangular box the field components have the form

E_x ∝ cos(k_x x) sin(k_y y) sin(k_z z),

with the cosine moved to y for E_y and to z for E_z. Each wave number is an integer times π divided by the corresponding side. If two of the integers are zero, every component contains a vanishing sine and there is no field. At least two must be nonzero, so the lowest modes of a cube of side L have

k² = 2π²/L².

Setting k = 2π/Λ, where Λ is the wavelength, gives L = Λ/√2. At 2 eV, Λ = 6199 Å and L = 4384 Å.

One such mode is E_z ∝ sin(πx/L) sin(πy/L), independent of z. Its squared maximum is 1 at the centre of the xy plane. The average of each squared sine is ½, so at the antinode

V_box = L × (L/2) × (L/2) = L³/4 = 2.11 × 10¹⁰ Å³.

A cube of side Λ/2 has volume (Λ/2)³, which gives 2.98 × 10¹⁰ Å³, the same order of magnitude. The box volume exceeds the required one by

(2.106 × 10¹⁰)/(744.9) = 2.83 × 10⁷.

Its coupling is smaller by the square root of this ratio:

λ_box = 0.05/5317 = 9.40 × 10⁻⁶.

The uniform-field assumption is sound in this box. At a distance s from the antinode along x, the field is reduced by the factor cos(πs/L) ≈ 1 − π²s²/(2L²). For s = 9.06 Å the relative reduction is about 2 × 10⁻⁵.

**7. What the two couplings do to a molecule**

Take a transition dipole of 1 e·Å, a round model value. At λ = 0.05 and 2 eV the vacuum field is 0.493 V/Å, so

g = 0.493 V/Å × 1 e·Å = 0.493 eV, g/ω = 0.246.

In the optical box the field is 9.27 × 10⁻⁵ V/Å and g = 9.27 × 10⁻⁵ eV.

For a resonant harmonic dipole at λ = 0.05, the leading polariton energies are

2 − 0.493 = 1.507 eV and 2 + 0.493 = 2.493 eV.

The first correction is

g²/(2ω) = (0.493)²/4 eV = 0.061 eV,

which raises them to 1.568 and 2.554 eV. The closed form gives 1.567 and 2.553 eV, so the first correction accounts for nearly all of the departure from the leading result. Relative to the photon energy the correction is 3%. These corrected energies are those of the single harmonic dipole, not of a real molecule. A two-level transition with the same g gives 1.510 and 2.488 eV. For this dipole d²/ω is about 49 bohr³, of the order of the polarizability of a small aromatic molecule, so the background of other transitions can cancel or reverse the shift. In the optical box the same ratio, g²/(2ω²), is about 10⁻⁹, and the leading term suffices.

**8. Can another box supply the missing factor?**

One possibility is a shorter wavelength. Since V_box ∝ Λ³, the coupling of the cubic box grows as ω^(3/2). Reaching λ = 0.05 requires

ω = 2 eV × (5317)^(2/3) = 609 eV.

The side of that box would be 4384 Å × (2/609), or about 14 Å. For a molecule extending several ångström from the antinode the field would no longer be uniform (cos(πs/L) ≈ 0.46 at s = 5 Å), and the idealized continuous wall would be a poor description of matter on this scale. The number shows how far the scaling must be stretched; it is not a cavity design.

The other possibility is to flatten the box. The mode with E_z independent of z has k² = 2π²/L² for any height h. For lateral sides a and b the resonance requires π²(1/a² + 1/b²) = k². Since 2/(ab) ≤ 1/a² + 1/b², the area ab is smallest for the square a = b = L. Among rectangular boxes the wavelength therefore bounds the lateral area from below (a circular section lowers the area by 8% and the mode volume by less than 1%), but it sets no lower bound on h, or on the volume of an ideal metal box.

For the flat box V = L²h/4. Keeping the 2 eV resonance and demanding V = 744.9 Å³ gives

h = 4 × 744.9/(4383.5)² Å = 1.55 × 10⁻⁴ Å.

This is more than three thousand times smaller than the bohr. With a gap of 10 Å instead, the scaling λ ∝ h^(−1/2) gives

λ = 0.05 × √(1.55 × 10⁻⁴/10) ≈ 2 × 10⁻⁴.

Flattening raises the coupling above that of the cube, but λ remains about 250 times below 0.05. At such a gap the one-mode Hamiltonian is also incomplete, because it omits the electrostatic interaction of the molecule with its image charges in the walls. For the harmonic dipole of section 7, at mid-gap and normal to the walls, that interaction lowers the transition by about 0.07 eV, while g is only about 0.002 eV.

Within this model, then, λ = 0.05 does not describe a single molecule in an empty 2 eV box, whether cubic or flattened to a molecular gap. With a gap wide enough to hold a molecule, a sub-nanometre-cubed mode volume at this photon energy requires lateral confinement far below the wavelength: for h = 10 Å, setting L²h/4 = 744.9 Å³ gives L ≈ 17 Å, against Λ = 6199 Å. If that confinement comes from a real material whose moving charges store part of the mode energy, unlike the perfectly conducting walls assumed here, that energy must enter the normalization of the mode. The relation V = 4π/λ² can still define an effective volume, but its equality with the field integral of section 2 has been derived here only for an empty cavity.

Computed values

```
Bohr radius: 0.529177 angstrom
Hartree energy: 27.21139 eV
Target coupling: 0.05 a.u.
Target mode volume: 5026.5 bohr^3
Target mode volume: 744.9 angstrom^3
Target mode volume: 0.745 nm^3
Edge of a cube of that volume: 9.06 angstrom
Mode volume for coupling 0.01 a.u.: 18621.4 angstrom^3
Mode volume for coupling 0.10 a.u.: 186.2 angstrom^3
Photon energy: 2.0 eV
Wavelength: 6199.2 angstrom
Side of resonant cubic box: 4383.5 angstrom
Numerical mode volume / box volume: 0.2500
Numerical k^2 side^2, lowest mode: 19.7389
Mode volume of cubic box: 2.106e+10 angstrom^3
Half-wavelength cube: 2.978e+10 angstrom^3
Box mode volume / target mode volume: 2.83e+07
Coupling of cubic box: 9.40e-06 a.u.
Target coupling / box coupling: 5317
Vacuum field at target coupling: 0.493 V/angstrom
Vacuum field in cubic box: 9.27e-05 V/angstrom
Transition dipole: 1.0 e angstrom
g at target coupling: 0.493 eV
g / photon energy at target: 0.246
g in cubic box: 9.27e-05 eV
Height needed by a flat box: 1.55e-04 angstrom
Photon energy where cubic box reaches target: 609 eV
Model electron, transition energy: 2.261 eV
Largest level difference, minimal vs length form: 2.3e-13 eV
Ground-level error without self-energy: -0.214 eV
Model splitting / 2g at box coupling: 1.00000
```
